# Orientation of stress-free 90° walls between tetragonal ferroelectric variants: a numerical check

```python
# RESULT UNDER TEST
# Two tetragonal variants of a cubic parent, with c axes along cubic axes
# 1 and 2, meet without stress only on the parent planes (110) and (1-10).
# Symbols: a0 = cubic edge; a, c = tetragonal edges; s = (c-a)/a0;
# n = unit wall normal in the parent; e1, e2 = spontaneous strains;
# U1, U2 = finite stretches; Q = rotation of variant 2 relative to variant 1;
# b = amplitude of the jump in displacement gradient, b outer n.
# An equal-fraction laminate with zero mean stress and isotropic stiffness has
# energy density mu*s^2/4*(2*n3^2 + (n1^2-n2^2)^2/(1-nu)).
import itertools
import math
import numpy as np
from scipy.optimize import minimize

rng = np.random.default_rng(7)
a0, a, c = 4.00, 3.98, 4.06           # angstrom
young, nu = 200.0, 0.25               # GPa, dimensionless
polarization = 0.30                   # C/m^2
ec, ea = (c - a0) / a0, (a - a0) / a0
s = (c - a) / a0
strains = [np.diag([ec if i == k else ea for i in range(3)])
           for k in range(3)]
stretches = [np.eye(3) + e for e in strains]


def unit(v):
    v = np.array(v, dtype=float)
    return v / np.linalg.norm(v)


def fit_linear_jump(difference, n):
    """Best small rotation vector w and b in difference = W + b outer n."""
    columns = []
    for axis in np.eye(3):
        # columns of the matrix are axis x e_j
        columns.append(np.cross(axis, np.eye(3)).T.ravel())
    for axis in np.eye(3):
        columns.append(np.outer(axis, n).ravel())
    matrix = np.array(columns).T
    x = np.linalg.lstsq(matrix, difference.ravel(), rcond=None)[0]
    misfit = np.sum((matrix @ x - difference.ravel())**2)
    return misfit, x[:3], x[3:]


# Linear compatibility: general normals and then all low-index planes
D = strains[0] - strains[1]
for _ in range(30):
    n = unit(rng.normal(size=3))
    misfit = fit_linear_jump(D, n)[0]
    formula = s**2 * (2 * n[2]**2 + (n[0]**2 - n[1]**2)**2)
    assert abs(misfit - formula) < 1e-12 * s**2

planes = []
for h in itertools.product(range(-3, 4), repeat=3):
    nonzero = [i for i in h if i != 0]
    if nonzero and nonzero[0] > 0 and math.gcd(*h) == 1:
        planes.append(h)
compatible = set()
for i, j in [(0, 1), (0, 2), (1, 2)]:
    found = [h for h in planes
             if fit_linear_jump(strains[i] - strains[j], unit(h))[0]
             < 1e-20]
    assert len(found) == 2
    compatible.update(found)
assert len(compatible) == 6
assert all(sorted(map(abs, h)) == [0, 1, 1] for h in compatible)

n110, n1m10 = unit([1, 1, 0]), unit([1, -1, 0])
_, rotation_vector, b_linear = fit_linear_jump(D, n110)
assert np.allclose(rotation_vector, [0, 0, s], atol=1e-13)
assert np.allclose(b_linear, 2 * s * n1m10, atol=1e-13)
assert np.allclose(b_linear, 2 * D @ n110 - (n110 @ D @ n110) * n110,
                   atol=1e-13)
assert np.allclose(fit_linear_jump(D, n1m10)[1], [0, 0, -s], atol=1e-13)


def best_finite_rotation(n):
    """Rotation that best matches the two deformed wall planes."""
    projector = np.eye(3) - np.outer(n, n)
    plane1 = stretches[0] @ projector
    plane2 = stretches[1] @ projector
    left, _, right = np.linalg.svd(plane1 @ plane2.T)
    sign = np.linalg.det(left @ right)
    Q = left @ np.diag([1.0, 1.0, sign]) @ right
    return np.sum((Q @ plane2 - plane1)**2), Q


def normal_from_angles(x):
    return np.array([np.sin(x[0]) * np.cos(x[1]),
                     np.sin(x[0]) * np.sin(x[1]), np.cos(x[0])])


# Finite strain: search for compatible normals without assuming them
signs_found = set()
for start in range(16):
    x0 = [np.arccos(rng.uniform(-0.9, 0.9)), 0.2 + start * 2 * np.pi / 16]
    search = minimize(
        lambda x: best_finite_rotation(normal_from_angles(x))[0] / s**2,
        x0, method="Nelder-Mead",
        options={"xatol": 1e-8, "fatol": 1e-14, "maxiter": 500})
    if search.fun < 1e-10:
        n = normal_from_angles(search.x)
        assert abs(n[2]) < 1e-4 and abs(abs(n[0]) - abs(n[1])) < 1e-4
        signs_found.add(int(np.sign(n[0] * n[1])))
assert signs_found == {-1, 1}

misfit110, Q110 = best_finite_rotation(n110)
misfit1m10, Q1m10 = best_finite_rotation(n1m10)
assert max(misfit110, misfit1m10) < 1e-25
phi = np.arctan2(Q110[1, 0], Q110[0, 0])
phi_other = np.arctan2(Q1m10[1, 0], Q1m10[0, 0])
assert abs(phi - (2 * np.arctan(c / a) - np.pi / 2)) < 1e-12
assert abs(phi + phi_other) < 1e-12

# Bound charge on the deformed walls, normal pointing from variant 1 to 2
charges = []
for n, Q in [(n110, Q110), (n1m10, Q1m10)]:
    deformed_normal = unit(np.linalg.solve(stretches[0].T, n))
    jump = polarization * (np.eye(3)[0] - Q @ np.eye(3)[1])
    charges.append(jump @ deformed_normal)
assert abs(charges[0]) < 1e-13
assert abs(charges[1] - 2 * polarization * a / np.hypot(a, c)) < 1e-13
polar_angle = np.arccos((Q110 @ np.eye(3)[1])[0])
wall_line = stretches[0] @ n1m10
wall_angle = np.arctan2(abs(wall_line[1]), abs(wall_line[0]))
assert abs(wall_angle - np.arctan(a / c)) < 1e-13
assert abs(polar_angle - (np.pi / 2 + phi)) < 1e-12


def strain_vector(e):
    """Six components whose dot product equals the tensor contraction."""
    r = np.sqrt(2)
    return np.array([e[0, 0], e[1, 1], e[2, 2],
                     r * e[1, 2], r * e[0, 2], r * e[0, 1]])


def relax_laminate(n, stiffness1, stiffness2):
    """Minimize energy over mean strain and b; return energy and stress."""
    jump = np.array([strain_vector((np.outer(v, n) + np.outer(n, v)) / 2)
                     for v in np.eye(3)]).T
    map1 = np.hstack([np.eye(6), jump / 2])
    map2 = np.hstack([np.eye(6), -jump / 2])
    root1 = np.linalg.cholesky(stiffness1).T / np.sqrt(2)
    root2 = np.linalg.cholesky(stiffness2).T / np.sqrt(2)
    target1, target2 = strain_vector(strains[0]), strain_vector(strains[1])
    matrix = np.vstack([root1 @ map1, root2 @ map2])
    target = np.concatenate([root1 @ target1, root2 @ target2])
    x = np.linalg.lstsq(matrix, target, rcond=None)[0]
    energy = 0.5 * np.sum((matrix @ x - target)**2)
    stress = stiffness1 @ (map1 @ x - target1)
    stress[3:] /= np.sqrt(2)
    return energy, stress


mu = young / (2 * (1 + nu))
lam = young * nu / ((1 + nu) * (1 - 2 * nu))
trace = np.array([1.0, 1.0, 1.0, 0.0, 0.0, 0.0])
isotropic = lam * np.outer(trace, trace) + 2 * mu * np.eye(6)
for _ in range(30):
    n = unit(rng.normal(size=3))
    energy = relax_laminate(n, isotropic, isotropic)[0]
    formula = mu * s**2 / 4 * (2 * n[2]**2
                               + (n[0]**2 - n[1]**2)**2 / (1 - nu))
    assert abs(energy - formula) < 1e-11 * mu * s**2

# Zero energy on the compatible planes must not depend on stiffness
for _ in range(10):
    random1, random2 = rng.normal(size=(2, 6, 6)) * 5
    stiff1 = random1 @ random1.T + 20 * np.eye(6)
    stiff2 = random2 @ random2.T + 20 * np.eye(6)
    for n in [n110, n1m10]:
        energy, stress = relax_laminate(n, stiff1, stiff2)
        assert energy < 1e-20 and np.max(abs(stress)) < 1e-9
    for h in [(1, 0, 0), (0, 0, 1), (1, 1, 1)]:
        assert relax_laminate(unit(h), stiff1, stiff2)[0] > 1e-4

stress100 = relax_laminate(unit([1, 0, 0]), isotropic, isotropic)[1]
expected100 = young * s / (2 * (1 - nu**2)) * np.array([0, 1, nu, 0, 0, 0])
assert np.allclose(stress100, expected100, atol=1e-10)

print("MODEL INPUT")
print(f"cubic edge a0 = {a0:.2f} angstrom")
print(f"tetragonal edge a = {a:.2f} angstrom")
print(f"tetragonal edge c = {c:.2f} angstrom")
print(f"Young modulus = {young:.1f} GPa")
print(f"Poisson ratio = {nu:.2f} (dimensionless)")
print(f"polarization = {polarization:.2f} C/m^2")
print("STRAIN AND ROTATION")
print(f"strain along c, ec = {ec:.4f} (dimensionless)")
print(f"strain along a, ea = {ea:.4f} (dimensionless)")
print(f"strain difference s = {s:.4f} (dimensionless)")
print(f"ratio c/a = {c / a:.6f} (dimensionless)")
print(f"jump amplitude |b|, linear = {np.linalg.norm(b_linear):.4f}"
      " (dimensionless)")
print(f"linear rotation for (110) = {np.degrees(rotation_vector[2]):.4f} deg")
print(f"finite rotation for (110) = {np.degrees(phi):.4f} deg")
print(f"finite rotation for (1-10) = {np.degrees(phi_other):.4f} deg")
print(f"deformed (110) wall to c axis of variant 1 = "
      f"{np.degrees(wall_angle):.4f} deg")
print(f"angle between P1 and P2 at (110) = {np.degrees(polar_angle):.4f} deg")
print(f"number of compatible planes, all pairs = {len(compatible)}")
print("BOUND CHARGE")
print(f"magnitude on (110) wall = {abs(charges[0]):.4f} C/m^2")
print(f"charge on (1-10) wall = {charges[1]:.4f} C/m^2")
print("LAMINATE COST, EQUAL FRACTIONS")
print(f"shear modulus = {mu:.1f} GPa")
tilt = np.radians(45 - 5)
cases = [("(110)", n110), ("(1-10)", n1m10),
         ("(100)", unit([1, 0, 0])), ("(001)", unit([0, 0, 1])),
         ("(111)", unit([1, 1, 1])),
         ("5 deg from (110) toward (100)",
          np.array([np.cos(tilt), np.sin(tilt), 0]))]
for label, n in cases:
    energy, stress = relax_laminate(n, isotropic, isotropic)
    print(f"{label}: energy = {1000 * energy:.3f} MJ/m^3")
    print(f"  largest stress component = {np.max(abs(stress)):.3f} GPa")
print(f"(100): stress along axis 2 in variant 1 = {stress100[1]:.3f} GPa")
print(f"(100): stress along axis 3 in variant 1 = {stress100[2]:.3f} GPa")
print("ALL CHECKS PASSED")
```

It prints:

```
MODEL INPUT
cubic edge a0 = 4.00 angstrom
tetragonal edge a = 3.98 angstrom
tetragonal edge c = 4.06 angstrom
Young modulus = 200.0 GPa
Poisson ratio = 0.25 (dimensionless)
polarization = 0.30 C/m^2
STRAIN AND ROTATION
strain along c, ec = 0.0150 (dimensionless)
strain along a, ea = -0.0050 (dimensionless)
strain difference s = 0.0200 (dimensionless)
ratio c/a = 1.020101 (dimensionless)
jump amplitude |b|, linear = 0.0400 (dimensionless)
linear rotation for (110) = 1.1459 deg
finite rotation for (110) = 1.1402 deg
finite rotation for (1-10) = -1.1402 deg
deformed (110) wall to c axis of variant 1 = 44.4299 deg
angle between P1 and P2 at (110) = 91.1402 deg
number of compatible planes, all pairs = 6
BOUND CHARGE
magnitude on (110) wall = 0.0000 C/m^2
charge on (1-10) wall = 0.4200 C/m^2
LAMINATE COST, EQUAL FRACTIONS
shear modulus = 80.0 GPa
(110): energy = 0.000 MJ/m^3
  largest stress component = 0.000 GPa
(1-10): energy = 0.000 MJ/m^3
  largest stress component = 0.000 GPa
(100): energy = 10.667 MJ/m^3
  largest stress component = 2.133 GPa
(001): energy = 16.000 MJ/m^3
  largest stress component = 1.600 GPa
(111): energy = 5.333 MJ/m^3
  largest stress component = 0.533 GPa
5 deg from (110) toward (100): energy = 0.322 MJ/m^3
  largest stress component = 0.217 GPa
(100): stress along axis 2 in variant 1 = 2.133 GPa
(100): stress along axis 3 in variant 1 = 0.533 GPa
ALL CHECKS PASSED
```
